\section*{Thickness of an Overlayer from the Attenuated Substrate Photoemission}

\section{Problem}

A few-layer film of MoS$_2$ lies on oxidized silicon. X-rays eject electrons from the Si 2p level of the substrate, and an analyser collects those that leave along the surface normal. With the film in place, the Si 2p line has half the intensity that it has on the bare substrate. The attenuation length of these electrons in the film is $L=2.5$ nm. How thick is the film, and how many layers does it contain?

Light enters this experiment as the means of ejecting electrons. The thickness is read from the electrons, which typically travel only a few nanometres in a solid before they lose energy.

Let $I_0$ be the line intensity from the bare substrate and $I$ the intensity with the film, both recorded in the same geometry, and let
\begin{equation}
r=\frac{I}{I_0}
\end{equation}
be their ratio. The following is assumed at first:
\begin{itemize}
\item The film is closed and has the same thickness $d$ everywhere in the analysed area.
\item The substrate emits equally with and without the film, and X-ray absorption in the film is negligible.
\item The analyser accepts a narrow cone of directions.
\item The line contains only electrons that have lost no energy on the way out. An electron that loses energy in the film leaves the line and counts as removed.
\item $L$ is an effective attenuation length, which already includes the effect of elastic deflections.
\end{itemize}

\section{First estimate by scaling}

The only length in the problem is $L$, so the thickness must be $L$ times a pure number that depends on $r$. The meaning of $L$ fixes the size of that number: a thin slice of thickness $\Delta z$ removes the fraction $\Delta z/L$ of the electrons that enter it. The loss per unit length is therefore the local intensity divided by $L$.

The intensity falls from $I_0$ to $I_0/2$ across the film, so the loss per unit length lies between $I_0/L$ and $I_0/(2L)$. The total loss is $I_0/2$. Dividing it by the largest and by the smallest loss rate gives
\begin{equation}
\frac{I_0/2}{I_0/L}=\frac{L}{2}<d<\frac{I_0/2}{I_0/(2L)}=L ,
\end{equation}
that is, $1.25\ \mathrm{nm}<d<2.5\ \mathrm{nm}$. A better estimate uses the mean of the two end intensities, $\tfrac12(I_0+\tfrac12 I_0)=\tfrac34 I_0$:
\begin{equation}
d_{\rm est}=\frac{I_0/2}{\tfrac34 I_0/L}=\frac{2}{3}L\approx 1.67\ \mathrm{nm}.
\end{equation}

\section{Exact solution}

\subsection{The attenuation law}

Let $z$ be the distance travelled in the film, measured from the substrate towards the surface, and $J(z)$ the intensity that remains in the line. A slice $dz$ removes $J\,dz/L$, so
\begin{equation}
\frac{dJ}{dz}=-\frac{J}{L}.
\end{equation}
The minus sign expresses removal. Dividing by $J$ and integrating from $z=0$, where $J=J_0$, to $z=d$ gives
\begin{equation}
\int_{J_0}^{J(d)}\frac{dJ}{J}=-\frac1L\int_0^d dz
\quad\Longrightarrow\quad
\ln\frac{J(d)}{J_0}=-\frac dL
\quad\Longrightarrow\quad
J(d)=J_0e^{-d/L}.
\end{equation}

The substrate electrons start at many depths. Let $s(x)$ be the emission per unit length at depth $x$ below the substrate surface, and $g(x)$ the fraction that reaches that surface without leaving the line. Then
\begin{equation}
I_0=\int_0^\infty s(x)g(x)\,dx,\qquad
I=\int_0^\infty s(x)g(x)\,e^{-d/L}\,dx=e^{-d/L}I_0 .
\end{equation}
The film factor comes out of the integral because every substrate electron crosses the whole film, whatever its starting depth. For straight paths, neither the profile $s$ nor the attenuation length in the substrate enters the ratio, provided that both are the same in the two measurements. Elastic deflection weakens this statement. In the scattering model discussed below, emitters confined to the top tenth of a mean free path of the substrate raise the half-signal thickness by about 5\% relative to a deep uniform emitter.

\subsection{The thickness}

From $r=e^{-d/L}$, the logarithm gives $\ln r=-d/L$. Multiplying by $-L$ and using $-\ln r=\ln(1/r)$,
\begin{equation}
d=L\ln\frac1r=L\ln\frac{I_0}{I}.
\label{eq:d}
\end{equation}
For $r=1/2$,
\begin{equation}
d=L\ln2=2.5\ \mathrm{nm}\times0.6931=1.73\ \mathrm{nm}=17.3\ \text{\AA}.
\end{equation}
Removing electrons slice by slice, with slices of $10^{-5}$ nm, until half are left gives the same thickness, 1.7329 nm.

If the electrons are collected at an angle $\theta$ from the normal, a straight path through the film has length $d/\cos\theta$. Replacing $d$ by this length in the attenuation law gives $\ln(1/r)=d/(L\cos\theta)$, hence
\begin{equation}
d=L\cos\theta\,\ln\frac1r .
\end{equation}
Normal emission is the case $\cos\theta=1$. The same measured ratio at a larger angle means a thinner film, because the path is longer than the film is thick. A fixed $L$ serves only at moderate angles, since elastically deflected electrons find shorter ways out at grazing exit. In the scattering model discussed below, the effective length for a 1.5 nm film is within 2\% of its normal-emission value up to $55^\circ$ but about 11\% larger at $75^\circ$.

\section{Comparison of the estimate with the solution}

The estimate $\tfrac23L$ is 4\% below the exact $L\ln2$. The sign of the error follows from the shape of $J(z)$. Integrating $dJ/dz=-J/L$ over the film gives the exact relation
\begin{equation}
I_0-I=\frac{d}{L}\,\bar J,\qquad \bar J=\frac1d\int_0^dJ(z)\,dz ,
\end{equation}
where $J$ is now normalized to start at $I_0$. With $I=I_0/2$ and $d=L\ln2$, the true mean is $\bar J=I_0/(2\ln2)=0.72\,I_0$. The estimate used $0.75\,I_0$. An exponential decay lies below the straight line that joins its end points, so the mean of the end values is too large, the assumed loss too fast, and the estimated film too thin.

The lower bound $L/2$ is what results if the initial loss rate is kept throughout. A film of that thickness would transmit $e^{-1/2}=0.607$ of the signal, not half.

Two limits show where the linear picture holds and where the method loses its accuracy. For a very thin film, $r=1-\epsilon$ with $\epsilon\ll1$, and
\begin{equation}
d=-L\ln(1-\epsilon)=L\left(\epsilon+\frac{\epsilon^2}{2}+\dots\right)\approx L(1-r).
\end{equation}
Here the initial loss rate suffices, with a relative error of about $\epsilon/2$.

For a thick film, consider a small error $\delta r$ in the measured ratio. Differentiating Eq.~(\ref{eq:d}) gives
\begin{equation}
\delta d=-L\,\frac{\delta r}{r}=-L\,e^{d/L}\,\delta r .
\end{equation}
If $\delta r$ has a fixed size, set for example by the background under the line, the thickness error grows exponentially with $d/L$. The method fails once $\delta r$ is comparable with $r$ itself.

\section{Counting layers}

The layer pitch of MoS$_2$ is roughly $p=0.62$ nm, so the thickness corresponds to $1.733/0.62\approx2.8$ layers. A uniform film has a whole number $N$ of layers and transmits $e^{-Np/L}$:
\begin{center}
\begin{tabular}{ccc}
Layers & Thickness (nm) & $I/I_0$\\
1 & 0.62 & 0.780\\
2 & 1.24 & 0.609\\
3 & 1.86 & 0.475\\
4 & 2.48 & 0.371\\
5 & 3.10 & 0.289
\end{tabular}
\end{center}
The measured 0.50 is closest to three layers. There are two simple ways to account for the difference.

The first is an error in $L$. Three uniform layers transmit one half if $L=1.86\ \mathrm{nm}/\ln2=2.68$ nm, which is 7\% above the given value. By Eq.~(\ref{eq:d}) a relative error in $L$ passes unchanged to $d$. An error of 10\% either way gives 1.56 to 1.91 nm, or 2.5 to 3.1 layers. An error of 2\% in $r$ matters less: it shifts $d$ by about $2.5\times0.02=0.05$ nm, less than a tenth of a layer.

The second is a film with regions of two and of three layers. If the regions are much wider than the film is thick, their intensities add in proportion to their areas. With the area fraction $f$ of three layers,
\begin{equation}
(1-f)\,e^{-2p/L}+f\,e^{-3p/L}=\frac12
\quad\Longrightarrow\quad
f=\frac{e^{-2p/L}-\tfrac12}{e^{-2p/L}-e^{-3p/L}}=0.815 .
\end{equation}
The mean thickness is $0.62\times(2+0.815)=1.745$ nm. The intensity ratio alone cannot decide between the two explanations.

\section{Uneven and incomplete films}

The mean thickness of the mixed film is slightly larger than the 1.733 nm obtained from Eq.~(\ref{eq:d}). The sign is general for films made of wide regions. Let $t$ be the local thickness and $m=\langle t\rangle$ its average over the area. The exponential lies on or above its tangent at $t=m$:
\begin{equation}
e^{-t/L}\ge e^{-m/L}\left(1-\frac{t-m}{L}\right).
\end{equation}
Averaging over the area removes the last term, since $\langle t-m\rangle=0$. Hence $r=\langle e^{-t/L}\rangle\ge e^{-m/L}$, and the apparent thickness obeys $L\ln(1/r)\le m$. Thin places transmit more than thick places hold back.

The effect is small for the mixed film above, but it can be large when a sizeable part of the analysed area is bare substrate. Let a film of thickness $t$ cover the fraction $c$ of the analysed area. Then
\begin{equation}
(1-c)+c\,e^{-t/L}=\frac12
\quad\Longrightarrow\quad
e^{-t/L}=\frac{c-\tfrac12}{c}.
\end{equation}
For $c=0.75$ the right side is $1/3$, so $t=L\ln3=2.75$ nm, and the mean over the whole area is $0.75\times2.75=2.06$ nm. The uniform-film formula still returns 1.73 nm. As $c$ approaches $1/2$, the required $t$ grows without limit: an opaque film over half the area also halves the signal. The coverage must therefore be known from another measurement, such as a microscope image.

\section{Elastic deflection and the meaning of $L$}

The inelastic mean free path is the mean path between energy losses. It differs from $L$, because elastic deflections lengthen the way out and turn some electrons aside. Suppose that 2.5 nm were the inelastic mean free path. A simple model then sizes the error of using it in Eq.~(\ref{eq:d}). Electrons are emitted isotropically, film and substrate scatter alike, and elastic scattering is isotropic with a transport mean free path of roughly 12 nm.

The total collision rate per unit length is $1/2.5+1/12=0.483\ \mathrm{nm}^{-1}$, of which the elastic share is $(1/12)/0.483=0.172$. Each path from an emitter to the detector can be traced backwards with equal probability. Walks that start at the surface and go inward along the normal therefore show, by their density of collisions at each depth, how much emitters at that depth contribute. The substrate signal under a film of thickness $d$ is proportional to the number of collisions deeper than $d$, so the half-signal thickness is the median collision depth.

A million such walks give a median of 1.52 nm. Their mean number of collisions, 1.173 per walk, agrees with the value 1.172 from the integral equation for a scattering half-space. In this model $L\ln2$ with the inelastic mean free path overestimates the thickness by 14\%. The effective attenuation length is $1.52/\ln2\approx2.2$ nm. The thickness that leaves a quarter of the signal gives 2.18 nm, against 2.20 nm from the half-signal thickness, so one effective length describes both within about 1\%. This supports the use of a single $L$ in the exponential law at normal emission and at these thicknesses, within the model.

\section{The real measurement}

A laboratory aluminium source supplies photons of roughly 1.5 keV. The Si 2p binding energy is roughly 0.1 keV, which leaves the electrons about 1.4 keV. At such energies an attenuation length of a few nanometres is typical of solids, so 2.5 nm has the expected order of magnitude. It is taken here as given, with an assumed uncertainty of 10\%. If it were instead an inelastic mean free path, the elastic correction estimated above would have to be applied first. This case deserves attention: the TPP-2M predictive formula gives an inelastic mean free path of about 2.5 nm for MoS$_2$ at this energy. With a transport mean free path of 10 to 12 nm, the effective length is then about 2.2 nm and the thickness about 1.5 nm, or 2.4 to 2.5 layers. Two layers would transmit about 0.57 and three about 0.43, so the ratio 0.50 would favour neither. A real sample may also violate the assumptions of full coverage and a clean surface. Exfoliated flakes can be smaller than the X-ray spot, which brings bare substrate into view, with the consequences found above.

Contamination acts in the opposite direction. A carbon layer of 0.3 nm with attenuation length 3.5 nm, present on the covered sample but not on the reference, adds $0.3/3.5=0.086$ to $\ln(1/r)$. It appears as $2.5\times0.086=0.21$ nm of extra film, a third of a layer. If both samples carry the same carbon layer, its factor cancels in the ratio.

Two further effects are small here. For an acceptance cone of half-angle $\alpha=10^\circ=0.175$ rad, the mean path exceeds $d$ by the factor $\langle1/\cos\theta\rangle\approx1+\langle\theta^2\rangle/2$. At small angles the solid angle is proportional to $\theta\,d\theta$, so $\langle\theta^2\rangle=\alpha^2/2$ and the excess is $d\,\alpha^2/4=0.013$ nm. X-rays that arrive at $55^\circ$ from the normal, with an attenuation length of roughly 1000 nm, lose the fraction $1.73/(1000\cos55^\circ)=0.0030$ in the film, which appears as $2.5\times0.0030=0.008$ nm.

For a closed, clean film, and with 2.5 nm accepted as the effective attenuation length, the answer is thus $d\approx1.7$ nm with an uncertainty of about 0.2 nm, dominated by $L$, and three layers are the nearest whole number. If 2.5 nm is the inelastic mean free path, the ratio does not decide between two and three layers. The values used here are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Rough photon energy: 1.5 keV
Rough Si 2p binding energy: 0.1 keV
Rough electron kinetic energy: 1.4 keV
Attenuation length L: 2.50 nm
Substrate signal ratio I/I0: 0.50
ln 2: 0.6931
Thickness L ln 2: 1.7329 nm = 17.33 angstrom
Thickness by slice removal: 1.7329 nm
Wrong guess L/2: 1.25 nm, signal ratio 0.607
Rough MoS2 layer pitch: 0.62 nm
Equivalent number of layers: 2.79
Signal ratio for 1 layer(s), 0.62 nm: 0.780
Signal ratio for 2 layer(s), 1.24 nm: 0.609
Signal ratio for 3 layer(s), 1.86 nm: 0.475
Signal ratio for 4 layer(s), 2.48 nm: 0.371
Signal ratio for 5 layer(s), 3.10 nm: 0.289
Mixed film: area fraction with 3 layers: 0.815, rest 2 layers
Mixed film mean thickness: 1.745 nm
Thickness if L is 10% lower / higher: 1.560 / 1.906 nm
Thickness if ratio is 2% lower / higher: 1.783 / 1.683 nm
First-order shift for that ratio error: 0.050 nm
Acceptance cone half-angle: 10 degrees
Apparent thickness added by cone: 0.0133 nm
Rough X-ray attenuation length: 1000 nm
X-ray incidence angle from normal: 55 degrees
Apparent thickness added by X-ray loss: 0.0076 nm
Carbon contamination: 0.3 nm, its L: 3.5 nm
Apparent thickness added by carbon: 0.214 nm
Patchy film coverage: 0.75
Patch thickness giving half signal: 2.747 nm
Mean thickness of that patchy film: 2.060 nm
Elastic model: 2.5 nm read as inelastic mean free path
Rough transport mean free path: 12 nm
Scattering share of collisions: 0.172
Collisions per walk, random walk: 1.173
Collisions per walk, integral equation: 1.172
Half-signal thickness with elastic scattering: 1.52 nm
Overestimate by L ln 2 in that case: 14%
Effective L from half signal: 2.20 nm
Effective L from quarter signal: 2.18 nm
\end{verbatim}
